# Why coherence conductivity needs atomic positions in the dynamical-matrix phases

## 1. Definitions and conventions

Atom $i$ is atom $b$ of the cell at lattice vector $R$, so its position is $x_i=R+\tau_b$. Cartesian indices are suppressed, and $X$, $\tau_b$ and $q$ stand for components along the heat flow where a single component is meant. With mass-weighted displacements $u_i$ and momenta $p_i$, the harmonic Hamiltonian is

$$H=\tfrac12\sum_i p_i^2+\tfrac12\sum_{ij}u_iD_{ij}u_j,\qquad D_{ij}=\frac{\Phi_{ij}}{\sqrt{m_im_j}},\qquad W=\sqrt D .$$

The eigenvalues of $W$ are the angular frequencies $\omega_s$. Two Bloch forms of $D$ are in use:

$$D_{bb'}(q)=\sum_R D_{Rb,0b'}\,e^{-iq\cdot(R+\tau_b-\tau_{b'})},\qquad D^{c}_{bb'}(q)=\sum_R D_{Rb,0b'}\,e^{-iq\cdot R}.$$

The first has position phases, the second cell-only phases. They are related by $D^c=FDF^\dagger$ with $F=\mathrm{diag}(e^{iq\cdot\tau_b})$, so the frequencies agree. The question is which one may be differentiated to obtain the velocity matrix.

Phonon damping is described by a full linewidth $\Gamma_s$ (lifetime $1/\Gamma_s$) that depends on frequency alone. The operator $\Gamma(W)$ then commutes with $W$. This relaxation-time approximation is assumed throughout. Uniform translations, which have $\omega=0$, are left out. $V$ is the cell volume and $N_q$ the number of wavevectors.

## 2. The conductivity and its velocity operator

Define local phonon amplitudes $a=(W^{1/2}u+iW^{-1/2}p)/\sqrt{2\hbar}$. Since $\dot u=p$ and $\dot p=-W^2u$,

$$\dot a=\frac{W^{1/2}p-iW^{3/2}u}{\sqrt{2\hbar}}=-iWa .$$

The density matrix $n_{ij}=\langle a_j^\dagger a_i\rangle$ therefore obeys $\dot n=-i[W,n]$, and the energy is $\hbar\,\mathrm{Tr}(Wn)$ plus a constant.

**Source.** Let the temperature be $T(x)=T_0+gx$, and let $X$ be the diagonal matrix of atomic positions. With $N'=\partial n_B(W)/\partial T$, where $n_B$ is the Bose function, local equilibrium is

$$n_{\rm loc}=n_B(W)+\tfrac g2\{X,N'\}.$$

Its element $ij$ samples the temperature midway between atoms $i$ and $j$. Because $N'$ commutes with $W$, harmonic motion changes it at the rate

$$-i\left[W,\tfrac g2\{X,N'\}\right]=-\tfrac g2\{v,N'\},\qquad v=i[W,X].$$

Collisions pull $n$ back to $n_{\rm loc}$. The steady deviation $\delta n=n-n_{\rm loc}$ satisfies

$$i[W,\delta n]+\tfrac12\{\Gamma,\delta n\}=-\tfrac g2\{v,N'\}. \tag{1}$$

In the eigenbasis, with $\bar\Gamma=(\Gamma_s+\Gamma_{s'})/2$,

$$\delta n_{ss'}=-\frac g2\,\frac{v_{ss'}(N'_s+N'_{s'})}{\bar\Gamma+i(\omega_s-\omega_{s'})}.$$

**Flux.** Placing each term $\hbar W_{ji}n_{ij}$ of the energy midway between atoms $i$ and $j$ gives the energy moment $\frac\hbar2\mathrm{Tr}(\{X,W\}n)$. This is a choice. One may instead place the terms of $H$ itself, $\frac12p_i^2$ at $x_i$ and $\frac12u_iD_{ij}u_j$ at the midpoint. Apart from terms in $aa$ and $a^\dagger a^\dagger$, that multiplies the element $ss'$ of the flux by $(\omega_s+\omega_{s'})/2\sqrt{\omega_s\omega_{s'}}$. In the model of Section 5 it raises the coherence part defined below by less than 1% and the cell-only error of cell A by about 7%. The harmonic rate of change of the moment chosen here is

$$J=\tfrac\hbar2\mathrm{Tr}\big(i[W,\{X,W\}]\,n\big)=\tfrac\hbar2\mathrm{Tr}(\{v,W\}n).$$

In real space $\{v,W\}$ is imaginary and antisymmetric, while $n_{\rm loc}$ is real and symmetric. Local equilibrium therefore carries no flux, and $\delta n$ alone contributes. Dividing $-J$ by $g$ and the volume $VN_q$ gives the Wigner conductivity

$$\kappa=\frac1{VN_q}\sum_{q,ss'}A_{ss'}|v_{ss'}|^2\frac{\bar\Gamma}{(\omega_s-\omega_{s'})^2+\bar\Gamma^2},\quad A_{ss'}=\hbar\,\frac{\omega_s+\omega_{s'}}2\,\frac{N'_s+N'_{s'}}2. \tag{2}$$

The imaginary part changes sign under $s\leftrightarrow s'$ and cancels. Terms with equal frequencies form the population part $\kappa_P$; for $s=s'$ they reduce to heat capacity times $v^2/\Gamma$. The remaining terms form the coherence part $\kappa_C$.

**Bloch form.** In real space $v_{ij}=iW_{ij}(x_j-x_i)=-i(x_i-x_j)W_{ij}$. Multiplication by $-i(x_i-x_j)$ is what $\partial_q$ does to a phase $e^{-iq\cdot(x_i-x_j)}$. Hence $v=\partial_qW(q)$ with position phases. Differentiating $D=W^2$ gives $\partial_qD=vW+Wv$, so

$$v_{ss'}=\frac{\langle e_s|\partial_qD|e_{s'}\rangle}{\omega_s+\omega_{s'}}.$$

The positions enter because temperature is sampled, and energy is located, at the atoms.

## 3. What cell-only phases add

Let $Y=\mathrm{diag}(\tau_b)$. Since $\partial_qF=iYF$ and $F$ commutes with $Y$,

$$\partial_qW^c=\partial_q(FWF^\dagger)=F\big(v+i[Y,W]\big)F^\dagger .$$

The eigenvectors of $W^c$ are $Fe_s$, so the factors $F$ drop out:

$$v^c_{ss'}=v_{ss'}+i(\omega_{s'}-\omega_s)Y_{ss'},\qquad Y_{ss'}=\langle e_s|Y|e_{s'}\rangle. \tag{3}$$

For equal frequencies the addition vanishes. Group velocities and $\kappa_P$ are therefore the same in both conventions, and agreement between them says nothing about $\kappa_C$. With one atom in the cell used, $Y$ is a multiple of the identity, $Y_{ss'}=0$ for $s\ne s'$, and $\kappa_C$ agrees too. A larger cell of the same crystal loses this protection. With both masses of Section 5 set to 160 u the crystal is simple cubic, yet cell-only phases in the two-atom cell A give an $xx$ component of $\kappa_C$ of 0.087 instead of 0.039 W/(m K).

Equation (3) also shows what is strictly required. One may diagonalize with cell-only phases, provided the term containing $Y$ is subtracted before $v^c$ enters (2). The positions must appear either in the phases or in this correction.

**Dependence on the cell.** Assign atom $b$ to another cell by $\tau_b\to\tau_b+L$, with $L$ a lattice vector. No atom moves, so $X$, $W$ and $v=i[W,X]$ are unchanged, and so is $\kappa$. But $Y$ changes, and $v^c$ with it. The same holds when a larger cell is chosen: $v$ is the same operator written in a folded basis, whereas $v^c=i[W,X-Y]$ contains the new cell origins $X-Y$.

**A case with a definite sign.** If every atom is an inversion centre, the separations in $D_{bb'}(q)$ come in pairs $\pm(x_i-x_j)$ with equal force constants. $D(q)$ is then real, and its eigenvectors, $v_{ss'}$ and $Y_{ss'}$ can be chosen real. The two terms in (3) are 90° out of phase, so

$$|v^c_{ss'}|^2=v_{ss'}^2+(\omega_s-\omega_{s'})^2Y_{ss'}^2 .$$

The diagonal error in the conductivity is

$$\Delta\kappa=\frac1{VN_q}\sum_{q,ss'}A_{ss'}Y_{ss'}^2\,\frac{(\omega_s-\omega_{s'})^2\,\bar\Gamma}{(\omega_s-\omega_{s'})^2+\bar\Gamma^2}\ \ge0. \tag{4}$$

For two atoms with $\tau_1=0$, $Y$ is proportional to $\tau_2$ and the error to $\tau_2^2$. Choosing ever more distant partners for the same cell makes it as large as one likes. Without inversion centres at the atoms a cross term can remain, and this argument no longer fixes the sign.

## 4. The physical content of the error

Insert $v^c=v+i[Y,W]$ into the source of (1), and define $S=\frac g2\{Y,N'\}$. Because $N'$ commutes with $W$,

$$-\tfrac g2\{i[Y,W],N'\}=-i[S,W]=i[W,S].$$

Now write the solution as $\delta n^c=\delta n'+S$. The commutators with $S$ cancel, leaving

$$i[W,\delta n']+\tfrac12\{\Gamma,\delta n'+S\}=-\tfrac g2\{v,N'\}.$$

This is the physical equation of motion with a different target for the collisions. They pull $\delta n'$ towards $-S$, that is, they pull $n$ towards

$$n_{\rm loc}-S=n_B(W)+\tfrac g2\{X-Y,N'\}.$$

This is a staircase temperature, uniform within each cell and jumping between cells. The flux operator likewise locates energy at cell origins, and $S$, being real and symmetric, carries none of that flux. The cell-only formula thus answers a different question, whose answer depends on where the steps are drawn. When every atom is an inversion centre, the error needs both changes together. A staircase target with energy located at the atoms, or an atomic target with energy located at the cell origins, still gives the conductivity (2), because the cross terms at $q$ and $-q$ cancel.

This equivalence was tested for the crystal of Section 5 by solving the staircase equation directly at $q=\pm(2.1,0.9,3.3)$ nm$^{-1}$. The resulting conductivity agreed with (2) evaluated with $v^c$ to better than $10^{-7}$ W/(m K).

Cell independence alone would not select atomic positions. Phases built on $\tau_b+d_b$, with a fixed offset $d_b$ for each species, are also unaffected by relabelling, yet they shift $\kappa_C$, as (3) shows with $Y$ replaced by $-\mathrm{diag}(d_b)$. What excludes them is the requirement that temperature be sampled, and energy located, at the atoms.

## 5. A model crystal

The model is a rock-salt crystal with $a=0.65$ nm, masses 207 and 128 u, and central springs of 15 N/m between first neighbours and 4 N/m between second neighbours. The temperature is 300 K. The linewidth, with $f=\omega/2\pi$, is

$$\Gamma=0.1\ \mathrm{ps^{-1}}+1.5\ \mathrm{ps^{-1}}\,(f/2\ \mathrm{THz})^2,$$

where the first term is a speed of 2 nm/ps divided by a grain size of 20 nm. The lattice constant, masses and springs are round values loosely modelled on lead telluride, a soft, heavy crystal used in thermoelectric generators. The linewidths are illustrative and, judged by the conductivity in Section 7, too large for that material. Every atom is an inversion centre, so (4) applies.

**One pair of modes.** Take $q=\pi/(2a)=2.417$ nm$^{-1}$ along $x$, and put $c=\cos(qa/2)$, $s=\sin(qa/2)$, both 0.7071. By symmetry the longitudinal modes decouple. Each atom has two first neighbours along $x$, and eight second neighbours whose bonds have squared $x$ direction cosine $\frac12$. Hence

$$D=\begin{pmatrix}\dfrac{2k_1+4k_2(1-c)}{m_1}&-\dfrac{2k_1c}{\sqrt{m_1m_2}}\\-\dfrac{2k_1c}{\sqrt{m_1m_2}}&\dfrac{2k_1+4k_2(1-c)}{m_2}\end{pmatrix}=\begin{pmatrix}100.9&-78.5\\-78.5&163.2\end{pmatrix}\mathrm{ps^{-2}}.$$

The eigenvalues are $132.05\pm\sqrt{31.15^2+78.5^2}=132.05\pm84.4$ ps$^{-2}$, which gives $\omega_1=6.90$ and $\omega_2=14.71$ rad/ps.

Write the eigenvectors as $(\alpha,\beta)$ and $(-\beta,\alpha)$. Then $\alpha^2-\beta^2=31.15/84.4=0.369$ and $\alpha\beta=\frac12(78.5/84.4)=0.465$. The derivative $\partial_qD$ has diagonal elements $2k_2as/m_b=10.7$ and $17.3$, and off-diagonal element $k_1as/\sqrt{m_1m_2}=25.5$, all in nm ps$^{-2}$. The true interband velocity is

$$v_{12}=\frac{0.465\,(17.3-10.7)+0.369\times25.5}{6.90+14.71}=0.577\ \mathrm{nm/ps}.$$

In cell A, where the second atom sits at $\tau_2=(a/2,0,0)$, $|Y_{12}|=0.465\times0.325=0.151$ nm. The spurious velocity is $(14.71-6.90)\times0.151=1.18$ nm/ps, twice the true one. Since the two add in quadrature, the cell-only value is $\sqrt{0.577^2+1.18^2}=1.31$ nm/ps. If the second atom is instead assigned from $\tau_2=(a,a/2,0)$, cell B, the spurious part doubles and the total becomes 2.43 nm/ps.

**The whole zone.** Cell C is the cubic cell of eight atoms, with site coordinates 0 or $a/2$. Crystal, linewidths and wavevector set (4000 points for the two-atom cell, folded for C) are held fixed. The population part is 0.356 W/(m K) in every case. The coherence part, in W/(m K), is:

| Phases | Cell | $xx$ | $yy$ | $zz$ |
|---|---|---|---|---|
| positions | A, B, C | 0.060 | 0.060 | 0.060 |
| cell-only | A | 0.099 | 0.060 | 0.060 |
| cell-only | B | 0.217 | 0.099 | 0.060 |
| cell-only | C | 0.087 | 0.087 | 0.087 |

Cells A and B give a cubic crystal an anisotropic conductivity, a visible sign of the fault. Cell C restores equal components, because its site coordinates are equivalent under exchange of axes, but the value is still 44% above the position result. Isotropy is therefore no proof of correctness.

The $xx$ error is 0.039 W/(m K) for A and 0.157 for B, the factor of four expected when $\tau_2^x$ doubles. Relative to $\kappa_C$ these errors are 65% and 261%; relative to the total $\kappa_P+\kappa_C=0.416$ W/(m K) they are 9% and 38%. These figures belong to the mesh of 4000 points. On 864 000 points the error for A is still 0.039 W/(m K), but $\kappa_C$ falls to 0.058 and $\kappa_P$ rises to 0.357, so the errors relative to $\kappa_C$ become 67% and 270%; the excess of cell C is 45.5% on 108 000 points. A species offset of $0.1a$ along $x$ gives 0.0616 instead of 0.0601 W/(m K), independent of the labelling but still different.

**A calculation without Bloch phases.** For a periodic sample of 64 atoms, the velocity matrix can be built from pair separations alone. The total $xx$ conductivity is then 0.182089 W/(m K). A Bloch sum over the corresponding 32 wavevectors gives 0.182089 with position phases and 0.20867 with cell-only phases in cell A. This confirms the Bloch algebra but does not by itself choose the convention: if separations between cell origins replace those between atoms, the same sample returns 0.20867. The choice rests on the argument of Sections 2 and 4. So small a sample does not give the bulk value either.

## 6. Weighing the error against the linewidth

For one pair of modes with spacing $\Delta=|\omega_s-\omega_{s'}|$, the error in (4) varies as $\Delta^2\bar\Gamma/(\Delta^2+\bar\Gamma^2)$. For $\bar\Gamma\ll\Delta$ this is $\bar\Gamma$: the error disappears with the damping, since a staircase target has no effect without collisions. It peaks at $\bar\Gamma=\Delta$ and falls as $\Delta^2/\bar\Gamma$ beyond. Since the phonon picture requires $\Gamma\ll\omega$, only pairs with $\Delta\ll\omega$ can reach the far side of the peak. In the model the largest $\Gamma/\omega$ on the mesh of 4000 wavevectors is 0.18. Finer meshes reach longer waves, for which the ratio grows without limit because the grain term stays constant as $\omega\to0$; the phonon picture fails for those few modes.

The true coherence term of the same pair is $v^2\bar\Gamma/(\Delta^2+\bar\Gamma^2)$, so the ratio of error to truth is $\Delta^2Y^2/v^2$, whatever the linewidth. If all contributing pairs are well separated, both sums are linear in $\Gamma$ and the relative error persists as $\Gamma\to0$.

The model behaves differently. With all linewidths multiplied by 0.1 and then 0.05, the error in cell A halves, from 0.0043 to 0.0022 W/(m K), but $\kappa_C$ falls only from 0.023 to 0.016. The relative error drops to 19% and 14%. The slow fall of $\kappa_C$ shows that pairs with spacings not large compared with $\bar\Gamma$ still contribute; they have large true terms and small spurious ones. These narrow linewidths need a denser mesh: with 32 000 wavevectors $\kappa_C$ is 0.024 and 0.018 W/(m K), and the relative errors are 18% and 12%. Still finer meshes move these values of $\kappa_C$ by less than 0.001 W/(m K) and the relative errors by less than one percentage point.

Doubling the linewidths halves $\kappa_P$ to 0.178 W/(m K) but leaves $\kappa_C$ at 0.060. Widely spaced pairs gain and closely spaced pairs lose, and here the two nearly balance.

## 7. The model beside lead telluride

The lattice conductivity of lead telluride near room temperature is roughly 2 W/(m K), so the model's 0.42 is several times too low. Since $\kappa_P\propto1/\Gamma$ with all else fixed, linewidths about 0.18 times those chosen would bring $\kappa_P$ to 2 W/(m K). Scaling the small-linewidth error linearly then gives about 0.008 W/(m K) for cell A, or 0.4% of the total. In that regime cell A spoils $\kappa_C$ but hardly the sum. This is no general reassurance, because the error still grows as $\tau_2^2$: with the second atom assigned from $\tau_2=(5a/2,0,0)$ it would be 25 times larger, about a tenth of the total.

The lattice model lacks the soft transverse optical mode of lead telluride, which lies near 1 THz at $q=0$; the model has 2.4 THz there. Another large omission is the polar field. With a rough Born charge of $6e$ and electronic permittivity 33, it raises the longitudinal optical frequency at $q=0$ from 2.4 to 3.8 THz. Stiffening the first-neighbour springs to reach 3.8 THz changes $\kappa_C$ from 0.060 to 0.129 W/(m K) on the mesh of 4000 wavevectors, and from 0.058 to about 0.105 on one of 864 000, so the coarse mesh puts the stiffened value about a fifth too high. The stiffer first-neighbour springs also raise the other branches and broaden the modes, so the change measures sensitivity and is not a correction. Electrons are absent as well: for a rough conductivity of $10^5$ S/m, the Wiedemann–Franz law with the free-electron Lorenz number adds about 0.7 W/(m K). That number holds for a degenerate electron gas, whereas lead telluride at this conductivity is only partly degenerate. The nondegenerate limit for acoustic scattering, a Lorenz number of $2(k_B/e)^2$, gives 0.45 W/(m K), so the electronic part is at least comparable to the model's lattice part. For the original springs and linewidths the mesh matters far less: 16 384 wavevectors instead of 4000 give $\kappa_P=0.356$ and $\kappa_C=0.059$ W/(m K). The remaining values are in the numerical output.

## Calculated quantities

```
lattice constant: 0.65 nm
masses: 207 and 128 u
springs, 1st and 2nd neighbour: 15 and 4 N/m
temperature: 300 K
grain size: 20 nm
speed used for grain scattering: 2 nm/ps
grain scattering rate: 0.1 1/ps
other linewidth at reference frequency: 1.5 1/ps
reference frequency: 2 THz
optical frequency at q=0: 2.405 THz
highest frequency on mesh: 3.009 THz
-- longitudinal pair at q = pi/(2a) along x --
wavevector: 2.417 1/nm
lower angular frequency: 6.901 rad/ps
upper angular frequency: 14.71 rad/ps
position matrix element, cell A: 0.151 nm
interband velocity, positions: 0.5772 nm/ps
spurious velocity, cell A: 1.18 nm/ps
interband speed, cell-only A: 1.314 nm/ps
interband speed, cell-only B: 2.43 nm/ps
-- conductivity, components xx yy zz --
wavevectors, two-atom cell: 4000
populations, every cell and convention: 0.3556 0.3556 0.3556 W/(m K)
coherences, positions, cell A: 0.0601 0.0601 0.0601 W/(m K)
coherences, positions, cell B: 0.0601 0.0601 0.0601 W/(m K)
coherences, positions, cell C: 0.0601 0.0601 0.0601 W/(m K)
coherences, cell-only, cell A: 0.0993 0.0601 0.0601 W/(m K)
coherences, cell-only, cell B: 0.2169 0.0993 0.0601 W/(m K)
coherences, cell-only, cell C: 0.0866 0.0866 0.0866 W/(m K)
cell-only error A, xx: 65.25 %
cell-only error B, xx: 261 %
cell-only error C, xx: 44.2 %
coherences, species offset 0.1a: 0.0616 0.0601 0.0601 W/(m K)
-- linewidths reduced, cell A, xx --
coherence, linewidth x 0.1: 0.02318 W/(m K)
cell-only error, linewidth x 0.1: 0.00432 W/(m K)
coherence, linewidth x 0.05: 0.01584 W/(m K)
cell-only error, linewidth x 0.05: 0.002163 W/(m K)
-- checks and neglected effects --
64-atom sample, total xx: 0.182089 W/(m K)
same by Bloch sum, positions: 0.182089 W/(m K)
same by Bloch sum, cell-only A: 0.20867 W/(m K)
fine mesh populations: 0.3564 W/(m K)
fine mesh coherences: 0.059 W/(m K)
largest linewidth/frequency: 0.1849
populations, linewidth x 2: 0.1778 W/(m K)
coherences, linewidth x 2: 0.05952 W/(m K)
rough Born charge, eps: 6 e, 33
optical frequency with polar field: 3.83 THz
coherences, springs stiffened to it: 0.1286 W/(m K)
rough electrical conductivity: 1e+05 S/m
electronic heat conductivity: 0.7329 W/(m K)
```
